**Width of the Debye loss peak: numerical tests and the example of water**

The program tests that the loss $\varepsilon''=\Delta\varepsilon\,\omega\tau/(1+\omega^2\tau^2)$ has half its maximum at $\omega=(2\pm\sqrt3)/\tau$, which gives a full width of 1.144 decades. Here $\omega$ is the angular frequency, $\tau$ the relaxation time and $\Delta\varepsilon=\varepsilon_s-\varepsilon_\infty$ the relaxation strength. The loss is computed by quadrature from an exponential memory, and the program asserts that the peak and half-height points found by numerical search agree with the formulas. It also asserts the symbolic roots of the half-height condition, and that the loss tangent and the modulus loss have the same width at shifted peak positions. For water with rough inputs, the output gives a peak at 19.89 GHz and half-height frequencies of 5.33 and 74.25 GHz. Tap-water conduction, a weak fast process and a slight Cole–Cole spread broaden the peak to 1.1477, 1.1501 and 1.1831 decades, respectively. At sea-water conductivity, the total loss stays above half its local peak on the low-frequency side, so no full width can be read before conduction is subtracted.

## Numerical verification

```python
# Result under test: the Debye loss peak
#   loss(w) = strength * w*tau / (1 + (w*tau)**2)
# has half its maximum at angular frequencies w = (2 -+ sqrt(3))/tau,
# so its full width is 2*log10(2 + sqrt(3)) = 1.144 decades.
# Symbols: x = w*tau (dimensionless), tau = relaxation time,
# eps_s, eps_inf = static and high-frequency relative permittivity,
# strength = eps_s - eps_inf, permittivity = eps' - i*eps''.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def memory_loss(x):
    """Loss per unit strength: sine transform of the memory exp(-s)."""
    return quad(lambda s: np.exp(-s), 0, 45, weight='sin', wvar=x,
                epsabs=1e-12, epsrel=1e-12, limit=200)[0]


def measure_peak(loss, guess=1.0):
    """Search for peak position, height and both half-height positions."""
    c = np.log10(guess)
    found = minimize_scalar(lambda q: -loss(10**q), method='bounded',
                            bounds=(c - 0.6, c + 0.6),
                            options={'xatol': 1e-9})
    top, height = found.x, -found.fun

    def excess(q):
        return loss(10**q) - height / 2
    low = brentq(excess, c - 1.5, top, xtol=1e-13)
    high = brentq(excess, top, c + 1.5, xtol=1e-13)
    return 10**top, height, 10**low, 10**high


root3 = np.sqrt(3)
x_low, x_high = 2 - root3, 2 + root3
width = 2 * np.log10(2 + root3)

# Loss formula and hyperbolic form against the memory integral
for x in (0.05, 0.3, 1.0, 2.7, 20.0):
    direct = memory_loss(x)
    assert abs(direct - x / (1 + x**2)) < 1e-10
    assert abs(direct - 0.5 / np.cosh(np.log(x))) < 1e-10
    assert abs(direct - memory_loss(1 / x)) < 1e-10

# One maximum only: the integral rises below x = 1 and falls above it
rising = [memory_loss(x) for x in np.logspace(-2, 0, 25)]
falling = [memory_loss(x) for x in np.logspace(0, 2, 25)]
assert np.all(np.diff(rising) > 0) and np.all(np.diff(falling) < 0)

# Peak and half-height points found by search on the integral
peak_n, height_n, low_n, high_n = measure_peak(memory_loss)
width_n = np.log10(high_n / low_n)
assert abs(peak_n - 1) < 1e-5 and abs(height_n - 0.5) < 1e-9
assert abs(low_n - x_low) < 1e-8 and abs(high_n - x_high) < 1e-7
assert abs(width_n - width) < 1e-8 and round(width_n, 3) == 1.144
assert abs(high_n / low_n - (7 + 4 * root3)) < 1e-6

# Symbolic solution of the half-height condition
z = sp.symbols('z', positive=True)
roots = sp.solve(sp.Eq(z / (1 + z**2), sp.Rational(1, 4)), z)
assert len(roots) == 2
assert np.allclose(sorted(float(r) for r in roots), [x_low, x_high])

# Example: liquid water near room temperature, rough typical values
eps_s, eps_inf, tau_ps, temp = 78.0, 5.5, 8.0, 298.0
strength = eps_s - eps_inf
tau = tau_ps * 1e-12
f_peak, f_low, f_high = [x / (2 * np.pi * tau) / 1e9
                         for x in (1.0, x_low, x_high)]


def loss_at_ghz(f):
    """Loss from the memory integral in physical time (ps)."""
    return strength * quad(lambda t: np.exp(-t / tau_ps) / tau_ps,
                           0, 45 * tau_ps, weight='sin',
                           wvar=2 * np.pi * f * 1e-3,
                           epsabs=1e-11, limit=200)[0]


loss_peak, loss_low, loss_high = map(loss_at_ghz, (f_peak, f_low, f_high))
assert abs(loss_peak - strength / 2) < 1e-7
assert abs(loss_low - loss_peak / 2) < 1e-7
assert abs(loss_high - loss_peak / 2) < 1e-7
tau_back = 1e3 / (2 * np.pi * np.sqrt(f_low * f_high))
assert abs(tau_back - tau_ps) < 1e-9


# Loss tangent and modulus loss from the complex permittivity
def permittivity(x):
    return eps_inf + strength / (1 + 1j * x)


def loss_tangent(x):
    return -permittivity(x).imag / permittivity(x).real


def modulus_loss(x):
    return (1 / permittivity(x)).imag


tan_x, _, tan_a, tan_b = measure_peak(loss_tangent, 4.0)
mod_x, _, mod_a, mod_b = measure_peak(modulus_loss, 14.0)
tan_width, mod_width = np.log10(tan_b / tan_a), np.log10(mod_b / mod_a)
assert abs(tan_x / np.sqrt(eps_s / eps_inf) - 1) < 1e-5
assert abs(mod_x / (eps_s / eps_inf) - 1) < 1e-5
assert abs(tan_width - width) < 1e-8 and abs(mod_width - width) < 1e-8


# Neglected effects; all added parameters are rough typical values
def debye(x):
    return strength * x / (1 + x**2)


def with_conduction(x, sigma):
    return debye(x) + sigma * tau / (const.epsilon_0 * x)


sigma_tap, sigma_sea = 0.05, 5.0            # S/m
fast_strength, fast_tau_ps = 2.0, 0.3
spread = 0.02                               # Cole-Cole exponent


def with_fast(x):
    y = x * fast_tau_ps / tau_ps
    return debye(x) + fast_strength * y / (1 + y**2)


def cole_cole(x):
    return -(strength / (1 + (1j * x)**(1 - spread))).imag


def decades(loss):
    _, _, a, b = measure_peak(loss)
    return np.log10(b / a)


width_tap = decades(lambda x: with_conduction(x, sigma_tap))
width_fast = decades(with_fast)
width_spread = decades(cole_cole)
assert min(width_tap, width_fast, width_spread) > width

# Sea water: is there any lower half-height point in the total loss?
sea_top = minimize_scalar(lambda q: -with_conduction(10**q, sigma_sea),
                          bounds=(-0.3, 0.6), method='bounded')
sea_dip = minimize_scalar(lambda q: with_conduction(10**q, sigma_sea),
                          bounds=(-1.5, -0.3), method='bounded')
sea_peak, sea_min = -sea_top.fun, sea_dip.fun
scan = with_conduction(np.logspace(-4, sea_top.x, 4000), sigma_sea)
assert scan.min() > sea_peak / 2 and sea_min > sea_peak / 2

barrier, warming, eps_slope = 0.18, 10.0, -0.35   # eV, K, 1/K
k_ev = const.k / const.e
tau_warm = tau_ps * np.exp(barrier / k_ev
                           * (1 / (temp + warming) - 1 / temp))
f_warm = 1e3 / (2 * np.pi * tau_warm)
inertia = 2e-47                             # kg m^2
inertia_ratio = x_high / tau * np.sqrt(inertia / (const.k * temp))
dipole_debye, field_v_cm = 3.0, 10.0
dipole = dipole_debye * 1e-21 / const.c     # C m
field_ratio = dipole * field_v_cm * 100 / (const.k * temp)
assert inertia_ratio < 0.1 and field_ratio < 1e-3

print(f"lower half-height x = w*tau, formula: {x_low:.6f}")
print(f"lower half-height x, search on integral: {low_n:.6f}")
print(f"upper half-height x, formula: {x_high:.6f}")
print(f"upper half-height x, search on integral: {high_n:.6f}")
print(f"ratio of half-height frequencies: {high_n / low_n:.4f}")
print(f"full width, formula: {width:.5f} decades")
print(f"full width, search on integral: {width_n:.5f} decades")
print("WATER, rough inputs")
print(f"eps_s = {eps_s:.1f}, eps_inf = {eps_inf:.1f}")
print(f"strength = {strength:.1f}")
print(f"tau = {tau_ps:.1f} ps, temperature = {temp:.0f} K")
print(f"peak frequency: {f_peak:.2f} GHz")
print(f"lower half-height frequency: {f_low:.2f} GHz")
print(f"upper half-height frequency: {f_high:.2f} GHz")
print(f"linear full width: {f_high - f_low:.2f} GHz")
print(f"arithmetic midpoint: {(f_high + f_low) / 2:.2f} GHz")
print(f"loss at peak: {loss_peak:.3f}")
print(f"loss at lower, upper point: {loss_low:.3f}, {loss_high:.3f}")
print(f"tau recovered from the two points: {tau_back:.3f} ps")
print(f"loss tangent: peak x = {tan_x:.3f}, width {tan_width:.4f} decades")
print(f"modulus loss: peak x = {mod_x:.3f}, width {mod_width:.4f} decades")
print("NEGLECTED EFFECTS, rough inputs")
print(f"tap-water conductivity: {sigma_tap:.2f} S/m")
print(f"width with tap-water conduction: {width_tap:.4f} decades")
print(f"sea-water conductivity: {sigma_sea:.1f} S/m")
print(f"sea water, local peak of total loss: {sea_peak:.2f}")
print(f"sea water, half of that peak: {sea_peak / 2:.2f}")
print(f"sea water, minimum on low-frequency side: {sea_min:.2f}")
print(f"fast process: strength {fast_strength:.1f}, "
      f"time {fast_tau_ps:.1f} ps")
print(f"width with fast process: {width_fast:.4f} decades")
print(f"Cole-Cole exponent: {spread:.2f}")
print(f"width with Cole-Cole spread: {width_spread:.4f} decades")
print(f"activation energy: {barrier:.2f} eV, warming: {warming:.0f} K")
print(f"tau after warming: {tau_warm:.2f} ps")
print(f"peak frequency after warming: {f_warm:.2f} GHz")
print(f"slope of eps_s: {eps_slope:.2f} per K")
print(f"change of eps_s on warming: {eps_slope * warming:.1f}")
print(f"moment of inertia: {inertia:.1e} kg m^2")
print(f"upper w times free-rotation time: {inertia_ratio:.3f}")
print(f"dipole: {dipole_debye:.1f} D, field: {field_v_cm:.0f} V/cm")
print(f"dipole energy in field over kT: {field_ratio:.1e}")
print("every check passed")
```

Printed output:

```
lower half-height x = w*tau, formula: 0.267949
lower half-height x, search on integral: 0.267949
upper half-height x, formula: 3.732051
upper half-height x, search on integral: 3.732051
ratio of half-height frequencies: 13.9282
full width, formula: 1.14390 decades
full width, search on integral: 1.14390 decades
WATER, rough inputs
eps_s = 78.0, eps_inf = 5.5
strength = 72.5
tau = 8.0 ps, temperature = 298 K
peak frequency: 19.89 GHz
lower half-height frequency: 5.33 GHz
upper half-height frequency: 74.25 GHz
linear full width: 68.92 GHz
arithmetic midpoint: 39.79 GHz
loss at peak: 36.250
loss at lower, upper point: 18.125, 18.125
tau recovered from the two points: 8.000 ps
loss tangent: peak x = 3.766, width 1.1439 decades
modulus loss: peak x = 14.182, width 1.1439 decades
NEGLECTED EFFECTS, rough inputs
tap-water conductivity: 0.05 S/m
width with tap-water conduction: 1.1477 decades
sea-water conductivity: 5.0 S/m
sea water, local peak of total loss: 41.09
sea water, half of that peak: 20.55
sea water, minimum on low-frequency side: 34.96
fast process: strength 2.0, time 0.3 ps
width with fast process: 1.1501 decades
Cole-Cole exponent: 0.02
width with Cole-Cole spread: 1.1831 decades
activation energy: 0.18 eV, warming: 10 K
tau after warming: 6.37 ps
peak frequency after warming: 24.98 GHz
slope of eps_s: -0.35 per K
change of eps_s on warming: -3.5
moment of inertia: 2.0e-47 kg m^2
upper w times free-rotation time: 0.033
dipole: 3.0 D, field: 10 V/cm
dipole energy in field over kT: 2.4e-06
every check passed
```
